# Cherenkov emission with recoil and its Frank-Tamm limit: test program

```python
"""One-photon emission by an electron in a transparent medium of index n.

Results under test (hbar = c = 1, e^2 = 4 pi alpha):
  cos(theta) = 1/(n beta) + omega (n^2 - 1)/(2 n p)
  dGamma/domega = alpha beta [sin^2(theta) + (n^2 - 1) omega^2/(2 p^2)]
and the Frank-Tamm rate alpha beta [1 - 1/(n beta)^2] for omega/p -> 0.
E, p, beta: electron energy, momentum, velocity; omega, k = n omega: photon
energy and momentum; theta: angle between electron and photon.
Tests use the electron mass as unit; the worked example uses eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

alpha = const.fine_structure


def cos_formula(n, p, m, omega):
    return np.hypot(p, m) / (n * p) + omega * (n**2 - 1) / (2 * n * p)


def rate_formula(n, p, m, omega):
    beta = p / np.hypot(p, m)
    sin2 = 1 - cos_formula(n, p, m, omega)**2
    return alpha * beta * (sin2 + (n**2 - 1) * omega**2 / (2 * p**2))


def frank_tamm(n, beta):
    return alpha * beta * (1 - 1 / (n * beta)**2)


# ---- independent calculation from the definitions, electron mass = 1 ----
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
zero2 = np.zeros((2, 2))
dirac_alpha = np.array([np.block([[zero2, s], [s, zero2]]) for s in pauli])


def spinors(p_vec):
    """Columns: spin up and down along z, normalized to 2E."""
    energy = np.sqrt(1 + p_vec @ p_vec)
    lower = np.einsum('i,ijk->jk', p_vec, pauli) / (energy + 1)
    return np.sqrt(energy + 1) * np.vstack([np.eye(2), lower])


def geometry(p, k, cosine):
    sine = np.sqrt(max(0.0, 1 - cosine**2))
    p_vec = np.array([0, 0, p])
    p_final = p_vec - k * np.array([sine, 0, cosine])
    polarizations = np.array([[cosine, 0, -sine], [0, 1, 0]])
    return p_vec, p_final, polarizations


def dirac_amplitudes(p, k, cosine):
    """Matrices (final spin, initial spin), one per polarization, no e."""
    p_vec, p_final, pols = geometry(p, k, cosine)
    u_in, u_out = spinors(p_vec), spinors(p_final)
    return [u_out.conj().T @ np.einsum('i,ijk->jk', pol, dirac_alpha) @ u_in
            for pol in pols]


def dirac_sum(p, k, cosine):
    return 0.5 * sum(np.sum(abs(a)**2) for a in dirac_amplitudes(p, k, cosine))


def scalar_sum(p, k, cosine):
    p_vec, p_final, pols = geometry(p, k, cosine)
    return sum(((p_vec + p_final) @ pol)**2 for pol in pols)


def final_energy(p, k, cosine):
    return np.sqrt(1 + p**2 + k**2 - 2 * p * k * cosine)


def energy_excess(p, k, omega, cosine):
    return np.hypot(p, 1) - omega - final_energy(p, k, cosine)


def golden_rule(p, k, omega, dk_domega, field_squared, squared_sum):
    """Rate per photon energy, energy delta replaced by a narrow Gaussian."""
    energy = np.hypot(p, 1)
    root = brentq(lambda c: energy_excess(p, k, omega, c), -1, 1, xtol=1e-14)
    width = 1e-3 * omega
    half = 8 * width * final_energy(p, k, root) / (p * k)
    assert root + half < 1
    cosines = np.linspace(root - half, root + half, 401)
    values = []
    for c in cosines:
        delta = np.exp(-0.5 * (energy_excess(p, k, omega, c) / width)**2)
        delta /= width * np.sqrt(2 * np.pi)
        norm = 4 * energy * final_energy(p, k, c)
        values.append(4 * np.pi * alpha * squared_sum(p, k, c) * delta / norm)
    integral = np.sum(values) * (cosines[1] - cosines[0])
    phase_space = 2 * np.pi * k**2 * dk_domega / (2 * np.pi)**3
    return 2 * np.pi * phase_space * field_squared * integral, root


def medium_mode(k, resonance=1.0, coupling=np.sqrt(1.2)):
    """Lower normal mode of a field mode A coupled to an oscillator x.

    H = [pA^2 + k^2 A^2 + (px - coupling A)^2 + resonance^2 x^2]/2.
    Returns the mode energy and |A|^2 for one quantum."""
    h = np.diag([k**2 + coupling**2, resonance**2, 1.0, 1.0])
    h[0, 3] = h[3, 0] = -coupling
    j = np.block([[zero2, np.eye(2)], [-np.eye(2), zero2]])
    values, vectors = np.linalg.eig(1j * j @ h)
    index = min((i for i in range(4) if values[i].real > 0),
                key=lambda i: values[i].real)
    v = vectors[:, index]
    commutator_norm = (v.conj() @ (1j * j) @ v).real
    return values[index].real, abs(v[0])**2 / commutator_norm


# Strong recoil in a dispersive medium
p_test = 4 / 3
beta_test = p_test / np.hypot(p_test, 1)
k_test = 0.46
omega_test, field2 = medium_mode(k_test)
n_test = k_test / omega_test
step = 1e-4
dk_dw = 2 * step / (medium_mode(k_test + step)[0]
                    - medium_mode(k_test - step)[0])
assert abs(n_test**2 - 1 - 1.2 / (1 - omega_test**2)) < 1e-9
assert abs(field2 * 2 * omega_test * n_test * dk_dw - 1) < 1e-6
rate_num, cos_num = golden_rule(p_test, k_test, omega_test, dk_dw, field2,
                                dirac_sum)
rate_test = rate_formula(n_test, p_test, 1, omega_test)
assert abs(cos_num - cos_formula(n_test, p_test, 1, omega_test)) < 1e-10
assert abs(rate_num / rate_test - 1) < 1e-5  # finite Gaussian width
spin_sum = 4 * (p_test**2 * (1 - cos_num**2)
                + (n_test**2 - 1) * omega_test**2 / 2)
assert abs(dirac_sum(p_test, k_test, cos_num) / spin_sum - 1) < 1e-9

# A spinless charge gives the sin^2 term alone
rate_scalar, _ = golden_rule(p_test, k_test, omega_test, dk_dw, field2,
                             scalar_sum)
assert abs(rate_scalar / (alpha * beta_test * (1 - cos_num**2)) - 1) < 1e-5

# Constant index: endpoint, spin flip there, expanded rate
n0 = 1.5
endpoint = 2 * (n0 * p_test - np.hypot(p_test, 1)) / (n0**2 - 1)
endpoint_num = brentq(lambda w: energy_excess(p_test, n0 * w, w, 1.0),
                      0.05, 1.6)
assert abs(endpoint - endpoint_num) < 1e-9
for amplitude in dirac_amplitudes(p_test, n0 * endpoint, 1.0):
    assert abs(np.diag(amplitude)).max() < 1e-12
    assert min(abs(amplitude[0, 1]), abs(amplitude[1, 0])) > 0.1
edge_sum = 2 * (n0**2 - 1) * endpoint**2
assert abs(dirac_sum(p_test, n0 * endpoint, 1.0) / edge_sum - 1) < 1e-9
w = 0.4
rate_w, _ = golden_rule(p_test, n0 * w, w, n0, 1 / (2 * w * n0**2), dirac_sum)
expanded = alpha * beta_test * (
    1 - 1 / (n0 * beta_test)**2 - (n0**2 - 1) * w / (n0**2 * beta_test * p_test)
    + (n0**4 - 1) * w**2 / (4 * n0**2 * p_test**2))
assert abs(rate_w / expanded - 1) < 1e-5

# No emission for n beta < 1, nor for n < 1
for n_low, p_low in ((1.5, 0.75), (0.8, p_test), (0.8, 20.0)):
    e_low = np.hypot(p_low, 1)
    for w_low in np.linspace(0.001, 0.999, 200) * e_low:
        # the excess grows with the cosine, so forward emission decides
        assert energy_excess(p_low, n_low * w_low, w_low, 1.0) < 0

# Classical current with Gaussian switching exp[-t^2/(2 tau^2)], omega = 1
tau = 1000.0


def classical_density(c):
    phase_rate = 1 - n0 * beta_test * c
    pulse2 = 2 * np.pi * tau**2 * np.exp(-(phase_rate * tau)**2)
    return alpha * n0 * beta_test**2 * (1 - c**2) * pulse2 / (2 * np.pi)


center = 1 / (n0 * beta_test)
classical = quad(classical_density, center - 0.01, center + 0.01,
                 points=[center], epsabs=0, epsrel=1e-10, limit=200)[0]
classical /= tau * np.sqrt(np.pi)
assert abs(classical / frank_tamm(n0, beta_test) - 1) < 1e-5

# Approach of the quantum rate to the classical one
w = 0.003
rate_soft, _ = golden_rule(p_test, n0 * w, w, n0, 1 / (2 * w * n0**2),
                           dirac_sum)
slope = (rate_soft / classical - 1) / (w / endpoint)
slope_formula = -2 / (n0 * beta_test + 1)
assert abs(slope / slope_formula - 1) < 0.01  # next order in omega remains

# ---- worked example in eV ----
m = const.m_e * const.c**2 / const.e
hbar = const.hbar / const.e
hbar_c_cm = hbar * const.c * 100
n, beta, omega = 1.5, 0.8, 3.0
gamma = 1 / np.sqrt(1 - beta**2)
energy, p = gamma * m, gamma * m * beta
cos0 = 1 / (n * beta)
shift = omega * (n**2 - 1) / (2 * n * p)
theta0 = np.arccos(cos0)
theta = np.arccos(cos0 + shift)
ft = frank_tamm(n, beta)
quantum = rate_formula(n, p, m, omega)
w_max = 2 * (n * p - energy) / (n**2 - 1)
relative = quantum / ft - 1
leading = -2 / (n * beta + 1) * omega / w_max
assert abs(relative / leading - 1) < 1e-3
spin_part = (n**2 - 1) * omega**2 / (2 * p**2)
band = quad(lambda x: rate_formula(n, p, m, x) / beta, 2, 3)[0] / hbar_c_cm


def forward_margin(b):
    g = 1 / np.sqrt(1 - b**2)
    return g * m * (n * b - 1) - omega * (n**2 - 1) / 2


beta_cut = brentq(forward_margin, 1 / n, 0.7, xtol=1e-15)

print(f"electron rest energy: {m:.2f} eV")
print(f"index n: {n}   velocity beta: {beta}   photon energy: {omega} eV")
print(f"n*beta: {n * beta:.4f}   gamma: {gamma:.6f}")
print(f"electron energy E: {energy:.1f} eV")
print(f"electron momentum pc: {p:.1f} eV")
print(f"classical cos(theta): {cos0:.6f}")
print(f"classical angle: {np.degrees(theta0):.4f} degrees")
print(f"recoil shift of cos(theta): {shift:.4e}")
print(f"recoil shift of angle: {theta - theta0:.4e} rad")
print(f"classical sin^2(theta): {1 - cos0**2:.6f}")
print(f"Frank-Tamm rate: {ft / hbar:.5e} photons/(s eV)")
print(f"Frank-Tamm yield: {ft / beta / hbar_c_cm:.3f} photons/(cm eV)")
print(f"relative recoil correction of rate: {relative:.4e}")
print(f"leading-order value of that correction: {leading:.4e}")
print(f"spin term (n^2-1)omega^2/(2p^2): {spin_part:.4e}")
print(f"photons from 2 to 3 eV: {band:.3f} per cm")
print(f"formal endpoint for constant n: {w_max:.1f} eV")
print(f"n*beta-1 where endpoint equals 3 eV: {n * beta_cut - 1:.4e}")
print("Strong-recoil test, energies and momenta in units of m:")
print(f"p: {p_test:.6f}   beta: {beta_test:.4f}")
print(f"photon momentum: {k_test:.4f}   energy: {omega_test:.6f}")
print(f"index: {n_test:.6f}   group index: {dk_dw:.6f}")
print(f"cos(theta), no recoil: {1 / (n_test * beta_test):.6f}")
print(f"cos(theta), energy-conservation root: {cos_num:.6f}")
print(f"rate/(alpha beta), golden rule: {rate_num / alpha / beta_test:.6f}")
print(f"rate/(alpha beta), formula: {rate_test / alpha / beta_test:.6f}")
print(f"rate/(alpha beta), spinless: {rate_scalar / alpha / beta_test:.6f}")
print("rate/(alpha beta), Frank-Tamm: "
      f"{frank_tamm(n_test, beta_test) / alpha / beta_test:.6f}")
print("Approach to the limit, n = 1.5, beta = 0.8:")
print(f"classical current/(alpha beta): {classical / alpha / beta_test:.6f}")
print(f"slope in omega/omega_max, golden rule: {slope:.4f}")
print(f"slope in omega/omega_max, formula: {slope_formula:.4f}")
print("tests ok")
```

Output:

```
electron rest energy: 510998.95 eV
index n: 1.5   velocity beta: 0.8   photon energy: 3.0 eV
n*beta: 1.2000   gamma: 1.666667
electron energy E: 851664.9 eV
electron momentum pc: 681331.9 eV
classical cos(theta): 0.833333
classical angle: 33.5573 degrees
recoil shift of cos(theta): 1.8346e-06
recoil shift of angle: -3.3190e-06 rad
classical sin^2(theta): 0.305556
Frank-Tamm rate: 2.71007e+12 photons/(s eV)
Frank-Tamm yield: 112.998 photons/(cm eV)
relative recoil correction of rate: -1.0007e-05
leading-order value of that correction: -1.0007e-05
spin term (n^2-1)omega^2/(2p^2): 1.2117e-11
photons from 2 to 3 eV: 112.997 per cm
formal endpoint for constant n: 272532.8 eV
n*beta-1 where endpoint equals 3 eV: 2.7349e-06
Strong-recoil test, energies and momenta in units of m:
p: 1.333333   beta: 0.8000
photon momentum: 0.4600   energy: 0.301978
index: 1.523289   group index: 1.610266
cos(theta), no recoil: 0.820593
cos(theta), energy-conservation root: 0.918753
rate/(alpha beta), golden rule: 0.189759
rate/(alpha beta), formula: 0.189759
rate/(alpha beta), spinless: 0.155894
rate/(alpha beta), Frank-Tamm: 0.326627
Approach to the limit, n = 1.5, beta = 0.8:
classical current/(alpha beta): 0.305555
slope in omega/omega_max, golden rule: -0.9080
slope in omega/omega_max, formula: -0.9091
tests ok
```
